\section*{Why nanotube transition energies fan out into 2n+m families}

\section*{Question}

Plotted against diameter, the lowest optical transition energies of carbon nanotubes lie near four curves. In the simplest theory the heights of these curves at a given diameter are in the ratio $1:2:3:4$. Around each curve the points form short ribs, and all tubes on one rib share the same value of $2n+m$. Most metallic tubes have a double peak where the simplest theory gives one. Why?

\section*{Answer}

\subsection*{The mechanism}

Rolling a graphene sheet into a tube restricts the electron wavevector to parallel lines, the cutting lines. The bands cross at the corner $K$ of the Brillouin zone. Each nearby line that misses the crossing contributes a transition peak at the smallest band separation along it, which is found close to the point nearest $K$. If the bands near $K$ were perfect cones, this energy would depend only on the distance of the line from $K$, and the four curves would have no ribs.

The cones are not perfect. At a given distance from $K$ the energy is lower towards the zone-edge midpoint $M$ and higher towards the zone centre $\Gamma$. This threefold distortion is called trigonal warping. Lines on opposite sides of $K$ are therefore shifted in opposite directions. The integer $2n+m$ decides on which side a line lies. A metallic tube has equally distant lines on both sides, so its peak splits, except in the armchair case treated below.

The model used here has one orbital per atom, nearest-neighbour hopping $t>0$, no orbital overlap, and the bands of the flat sheet (zone folding). Curvature and electron--electron interaction, including the attraction between the excited electron and the hole, are left out. They also move transition energies, so a measured offset from the curves cannot be assigned to warping alone. Curvature in particular shifts lines on opposite sides of $K$ in the same sense as the warping, and near 1 nm diameter it is not a small correction. In a four-orbital ($s,p$) tight-binding estimate with the same $\pi$ hopping, rolling the sheet moves $S_{11}$ of $(13,0)$ from about $2\%$ to more than $10\%$ below its line and raises the metallic splitting of $(12,3)$ from $0.23$ to roughly $0.35$ eV. The flat model explains the labels and directions of the ribs, not their size in real tubes.

\subsection*{Where the cutting lines lie}

Let $d$ be the bond length and $a=\sqrt3\,d$ the lattice constant, with
\begin{equation}
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).
\end{equation}
The tube $(n,m)$, $n\ge m\ge0$, has circumference vector $\mathbf C=n\mathbf a_1+m\mathbf a_2$ of length $L=\pi D$, where $D$ is the diameter. The chiral angle $\theta$ from $\mathbf a_1$ to $\mathbf C$ runs from $0$ (zigzag) to $30^\circ$ (armchair). A wavefunction must return to itself around the tube, so
\begin{equation}
\mathbf k\cdot\mathbf C=2\pi\mu,\qquad \mu\ \text{integer}.
\end{equation}
Take $K$ at $\mathbf K=(4\pi/3a,0)$. Then $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$, so $\mathbf K\cdot\mathbf C=2\pi(2n+m)/3$. The signed distance from $K$ to line $\mu$, measured along $\mathbf C$, is
\begin{equation}
q_\perp=\frac{2\pi\mu-\mathbf K\cdot\mathbf C}{L}=\frac{2j}{3D},
\qquad j=3\mu-(2n+m).
\end{equation}
If $2n+m$ is a multiple of 3, then $j=0,\pm3,\dots$; the line $j=0$ passes through the crossing and the tube is metallic in this model. Otherwise
\begin{align}
2n+m\equiv1\ (\mathrm{mod}\ 3):&\quad j=-1,+2,-4,+5,\dots\\
2n+m\equiv2\ (\mathrm{mod}\ 3):&\quad j=+1,-2,+4,-5,\dots
\end{align}
A semiconducting tube has a line at distance $|j|=1$ on one side of $K$ and a line at $|j|=2$ on the other. The other corner, $K'=-K$, adds no new energies: time reversal maps $\mathbf k$ to $-\mathbf k$ at equal energy, so it carries each line near $K$ to an equivalent one near $K'$.

\subsection*{The shape of the bands near $K$}

The three bonds from an atom are
\begin{equation}
\boldsymbol\delta_\ell=d(\cos\alpha_\ell,\sin\alpha_\ell),\qquad
\alpha_\ell=30^\circ,\ 150^\circ,\ 270^\circ .
\end{equation}
The Hamiltonian couples the two sublattices through $F(\mathbf k)=t\sum_\ell e^{i\mathbf k\cdot\boldsymbol\delta_\ell}$, and the bands are $\pm|F|$. At $K$ the phases $\mathbf K\cdot\boldsymbol\delta_\ell$ are $120^\circ$, $-120^\circ$ and $0$, which equal $\alpha_\ell+90^\circ$ up to full turns. Put $\mathbf k=\mathbf K+\mathbf q$, let $\varphi$ be the angle of $\mathbf q$ from $\mathbf a_1$, and define $\rho=|\mathbf q|d$. Then
\begin{equation}
F=it\sum_\ell e^{i\alpha_\ell}e^{i\rho\cos(\varphi-\alpha_\ell)} .
\end{equation}
Expand the second exponential in $\rho$ and write powers of the cosine as exponentials. The sum $\sum_\ell e^{ip\alpha_\ell}$ vanishes unless $p$ is a multiple of 3; it is $3$ for $p=0$ and $3i$ for $p=3$. The zeroth order therefore vanishes, and the next three orders are
\begin{align}
F_1&=-t\rho\sum_\ell e^{i\alpha_\ell}\cos(\varphi-\alpha_\ell)
=-t\rho\,\tfrac12\,3e^{i\varphi}=-\tfrac32t\rho e^{i\varphi},\\
F_2&=-\tfrac i2t\rho^2\sum_\ell e^{i\alpha_\ell}\cos^2(\varphi-\alpha_\ell)
=-\tfrac i2t\rho^2\,\tfrac14\,3i\,e^{-2i\varphi}=\tfrac38t\rho^2e^{-2i\varphi},\\
F_3&=\tfrac16t\rho^3\sum_\ell e^{i\alpha_\ell}\cos^3(\varphi-\alpha_\ell)
=\tfrac16t\rho^3\,\tfrac38\,3e^{i\varphi}=\tfrac3{16}t\rho^3e^{i\varphi}.
\end{align}
Taking out the first-order term gives
\begin{equation}
F=-\tfrac32t\rho e^{i\varphi}\left[1-\tfrac{\rho}{4}e^{-3i\varphi}-\tfrac{\rho^2}{8}+O(\rho^3)\right].
\end{equation}
For small $z$, $|1+z|=1+\mathrm{Re}\,z+\frac12(\mathrm{Im}\,z)^2$ through second order. Here $\mathrm{Im}\,z=(\rho/4)\sin3\varphi$ to first order, so
\begin{equation}
|F|=\tfrac32t\rho\left[1-\tfrac{\rho}{4}\cos3\varphi-\tfrac{\rho^2}{8}+\tfrac{\rho^2}{32}\sin^23\varphi+O(\rho^3)\right].
\label{eq:band}
\end{equation}
The term in $\cos3\varphi$ is the trigonal warping. The direction $\varphi=0$ leads from $K$ to the point $(2\pi/a,0)$, which is equivalent to $M$; there the energy is lowered. The direction $\varphi=180^\circ$ leads to $\Gamma$; there it is raised. Reversing $\mathbf q$ changes $3\varphi$ by $3\pi$ and so reverses the sign of the warping.

\subsection*{From the bands to the peaks}

Light polarized along the axis does not disturb the symmetry around the tube, so it conserves $\mu$. It joins the bands $-|F|$ and $+|F|$ at the same wavevector, and the transition energy is $2|F|$. Near a minimum along a line this energy grows as the square of the distance from the minimum, so the density of transitions diverges as the inverse square root of the excess energy. This is the van Hove peak.

The light does couple the two bands there. Write $F=|F|e^{i\chi}$, and let $\partial$ be the derivative along the line. The eigenvectors are $(1,\pm e^{-i\chi})/\sqrt2$, and the matrix elements of $\partial H$, the velocity operator for $\hbar=1$, have magnitudes
\begin{equation}
\text{within a band: }\bigl|\partial|F|\bigr|,\qquad
\text{between bands: }|F|\,|\partial\chi| .
\end{equation}
Their squares add up to $|\partial F|^2$. At the minimum the first one vanishes, so the whole velocity, $3td/2$ at leading order, connects the two bands.

It remains to find the minimum. Let $x=|q_\perp|d=2|j|d/(3D)$ and $s=\mathrm{sgn}\,j$, and let $y$ be the displacement along the line, times $d$, from the point nearest $K$. At that point $\varphi$ is $\theta$ for $s=+1$ and $\theta+180^\circ$ for $s=-1$, so there
\begin{equation}
\cos3\varphi=s\cos3\theta,\qquad \sin3\varphi=s\sin3\theta .
\end{equation}
A small displacement, with the positive direction $90^\circ$ anticlockwise from $\mathbf C$, changes $\varphi$ by $s\,y/x$. It turns out that $y$ is of order $x^2$. Through order $x^3$, therefore, $\rho=x+y^2/(2x)$ and
\begin{equation}
-\tfrac14\rho^2\cos3\varphi=-\tfrac s4x^2\cos3\theta+\tfrac34xy\sin3\theta ,
\end{equation}
where $s^2=1$ was used in the last term. Equation (\ref{eq:band}) becomes
\begin{equation}
\frac{|F|}{3t/2}=x-\frac s4x^2\cos3\theta-\frac{x^3}8+\frac{x^3}{32}\sin^23\theta
+\frac{y^2}{2x}+\frac34xy\sin3\theta+O(x^4).
\end{equation}
Setting the derivative with respect to $y$ to zero gives $y=-\frac34x^2\sin3\theta$, which is of order $x^2$ as assumed. The two terms in $y$ then add up to $-\frac{9}{32}x^3\sin^23\theta$. Combined with $+\frac1{32}x^3\sin^23\theta$ this is $-\frac14x^3\sin^23\theta$. Doubling $|F|$ and using $3tx=2td|j|/D$,
\begin{equation}
E_j=\frac{2td|j|}{D}\left[1-s\,\frac x4\cos3\theta-\frac{x^2}8\left(1+2\sin^23\theta\right)+O(x^3)\right].
\label{eq:main}
\end{equation}

The prefactor gives the four curves. The peaks $S_{11}$ and $S_{22}$ of semiconducting tubes have $|j|=1,2$, the first metallic peak $M_{11}$ has $|j|=3$, and $S_{33}$ has $|j|=4$. This ordering is that of the prefactor. In narrow tubes the warping can reorder the higher peaks: for $(11,0)$, with the values of $t$ and $d$ used below, the edge with $j=+5$ lies at $0.1365$ hartree, below the edge with $j=-4$ at $0.1431$ hartree. I call these curves lines, since they are straight when plotted against $1/D$. The second term is the warping shift. In absolute size it is
\begin{equation}
\Delta E_j=-s\,\frac{t\,j^2d^2}{3D^2}\cos3\theta .
\label{eq:shift}
\end{equation}
It grows as $j^2$, so the fan is wider for higher transitions, and it decays faster with diameter than the line itself. The third term is a sag common to both sides of $K$. Relative to the warping it grows with $x$, and it takes over near the armchair direction, where $\cos3\theta$ vanishes. The expansion is one for small $x$ and becomes unreliable for the high transitions of narrow tubes: its error reaches about $3\%$ of the line value at $x=0.5$ and about $10\%$ at $x=0.7$.

\subsection*{Why the ribs are labelled by $2n+m$}

Project $\mathbf C$ on the zigzag direction. Since $\mathbf a_1\cdot\mathbf a_2=a^2/2$,
\begin{equation}
\pi D\cos\theta=\frac{\mathbf C\cdot\mathbf a_1}{a}=a\left(n+\frac m2\right)=\frac a2(2n+m).
\end{equation}
Tubes with equal $2n+m$ thus have circumference vectors ending on one straight line perpendicular to $\mathbf a_1$. The step to the next member, $(n,m)\to(n-1,m+2)$, moves the end point along that line.

Two things follow. All members have the same set of $j$, so the semiconducting peak with a given $|j|$ stays on the same side of $K$ throughout the family. Moreover, $D$ and $\theta$ are tied together: towards the zigzag end $\theta$ falls, $D$ shrinks and $\cos3\theta$ rises towards 1. Both changes enlarge the shift (\ref{eq:shift}). The warping shift is therefore smallest at the near-armchair end of a family and largest at the zigzag end, and for small $x$ the family bends away from the line towards the zigzag end. Where warping raises the peak, the sag can still place the near-armchair members below the line, and in very narrow tubes by as much as the zigzag end lies above it: the upper $M_{11}$ edge is about $6\%$ above the line for $(7,1)$ and about $6\%$ below it for $(5,5)$.

The direction follows from the signs of $j$. For $2n+m\equiv1$, warping raises $S_{11}$ and lowers $S_{22}$; for $2n+m\equiv2$ it does the reverse. The two classes form the two halves of the fan.

\subsection*{Why metallic peaks split}

A metallic tube has both $j=+3$ and $j=-3$. The line and the sag are the same for both, while the warping has opposite signs. With $j^2=9$ in equation (\ref{eq:shift}),
\begin{equation}
E_{-3}-E_{+3}\simeq2\cdot\frac{9td^2}{3D^2}\cos3\theta=\frac{6td^2}{D^2}\cos3\theta .
\label{eq:split}
\end{equation}
For armchair tubes the splitting vanishes in this model without any expansion. Their axis is parallel to a line from $\Gamma$ to a corner equivalent to $K$. Reflection in that line maps the set of bond vectors onto its negative, which leaves $|F|$ unchanged, and it exchanges $j$ with $-j$.

\subsection*{Removing the cause}

If warping is the cause, removing it while keeping the cones should close the fan. Hopping $t_3$ to third neighbours, at $-2\boldsymbol\delta_\ell$, makes this possible. The phase factors at $K$ are cube roots of unity, so $e^{-2i\mathbf K\cdot\boldsymbol\delta_\ell}=e^{i\mathbf K\cdot\boldsymbol\delta_\ell}$. The new contribution is the old expansion with $t\to t_3$ and $\rho\to-2\rho$. The hopping $t$ is thereby replaced by
\begin{equation}
t-2t_3\ \text{in }F_1,\qquad t+4t_3\ \text{in }F_2,\qquad t-8t_3\ \text{in }F_3 .
\end{equation}
At $t_3=-t/4$ these are $\frac32t$, $0$ and $3t$. The cone survives with a larger slope, and the leading warping is gone. This value of $t_3$ is a theoretical device, not a property of graphene. A $t_3$ of the same sign as $t$ strengthens the warping by the factor $(t+4t_3)/(t-2t_3)$ relative to the slope, which is already $1.75$ at $t_3=0.1t$, so the size of the warping depends on the hoppings retained. The bracket in $F$ becomes $1-2\rho^2/8=1-\rho^2/4$, which has no preferred direction. Relative to the new, steeper lines every tube then deviates by $-x^2/4$ at leading order, whatever its chirality.

\subsection*{Numbers}

Take the round values $t=0.1$ hartree and $d=2.7$ bohr, and the neighbouring families $2n+m=26$, 27 and 28. The energies called full come from minimizing $|F|$ numerically along the cutting line, without expansion.

The tube $(12,2)$ belongs to family 26, and $26\equiv2$, so $S_{22}$ has $j=-2$. With $D=19.523$ bohr,
\begin{equation}
x=\frac{2\cdot2\cdot2.7}{3\cdot19.523}=0.1844,\qquad
\frac{2td|j|}{D}=\frac{2\cdot0.1\cdot2.7\cdot2}{19.523}=0.05532\ \text{hartree}.
\end{equation}
With $\cos3\theta=0.9221$ the warping adds $0.05532\cdot(0.1844/4)\cdot0.9221=0.00235$ hartree, and the sag removes $0.00031$. The result is $0.0574$ hartree; the full value is $0.0573$ hartree, or 1.56 eV.

The tube $(13,2)$ belongs to family 28, and its $S_{22}$ has $j=+2$. Its line value is $0.05143$ hartree, warping now removes $0.00206$ and the sag $0.00024$. This gives $0.0491$ hartree, in agreement with the full value, 1.34 eV. The lines alone would separate the two tubes by $0.0039$ hartree; the full separation is $0.0082$ hartree.

The tubes $(10,6)$ and $(14,0)$ show the effect of chirality at a fixed diameter, because $n^2+nm+m^2=196$ for both. For $(10,6)$, in family 26, $S_{11}$ lies $1.1\%$ below its line and $S_{22}$ lies $0.7\%$ above. For $(14,0)$, in family 28, $S_{11}$ lies $2.1\%$ above and $S_{22}$ lies $4.7\%$ below.

Along family 26 the deviation of $S_{22}$ runs from $-0.6\%$ at $(9,8)$ to $+4.2\%$ at $(13,0)$. The negative start is the sag: at $\theta=28.05^\circ$, $\cos3\theta$ is only about $0.10$, and equation (\ref{eq:main}) also gives $-0.6\%$. Along family 28 the deviation runs from $-1.6\%$ at $(10,8)$ to $-4.7\%$ at $(14,0)$.

For the metallic tube $(12,3)$, $D=20.465$ bohr and $\theta=10.89^\circ$, and equation (\ref{eq:split}) gives
\begin{equation}
\frac{6\cdot0.1\cdot2.7^2}{20.465^2}\cos32.68^\circ=0.0088\ \text{hartree}.
\end{equation}
The full edges are $0.0738$ and $0.0823$ hartree (2.01 and 2.24 eV), split by $0.0085$ hartree or 0.23 eV. The leading formula is about $4\%$ above the full splitting. Diagonalizing the hopping matrix of the tube, built atom by atom, gives two peaks in the density of transitions at these energies within the histogram resolution. Along family 27 the splitting falls from $0.0105$ hartree at $(13,1)$ to zero at the armchair tube $(9,9)$.

With $t_3=-0.025$ hartree the splitting of $(12,3)$ drops from $0.0085$ to $0.0001$ hartree. The $S_{22}$ deviations of families 26 and 28, spread from $-4.7\%$ to $+4.2\%$ before, now lie between $-0.8\%$ and $-0.6\%$. The numerical check confirms that they differ from $-x^2/4$ by less than $0.3x^3$. Within this model, trigonal warping is what opens the fan and splits the metallic peaks. In real tubes of these diameters curvature adds a shift of the same pattern, which for $S_{11}$ can exceed the warping.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs: t = 0.100 hartree, d = 2.70 bohr
Wide tube (100,60): E D/(2td) = 0.9991 2.0034 3.9840 5.0194 (no unit)
Wide tube (100,61): E D/(2td) = 2.9915 3.0072 (no unit)
Wide metal (120,30): splitting/formula = 0.999664
Family 2n+m = 26, N mod 3 = 2; E in hartree, dev from line in %
  (n,m)  D/bohr theta/deg  S11     S22    dev11  dev22 formula22
  (13,0) 19.352 0.00  0.02723 0.05816  -2.43  +4.21  +4.22
  (12,2) 19.523 7.59  0.02704 0.05734  -2.26  +3.65  +3.70
  (11,4) 20.027 14.92  0.02648 0.05516  -1.79  +2.29  +2.39
  (10,6) 20.840 21.79  0.02562 0.05221  -1.14  +0.74  +0.81
  (9,8) 21.928 28.05  0.02451 0.04896  -0.46  -0.60  -0.59
  Signed line indices: S11 j = +1, S22 j = -2
Family 2n+m = 28, N mod 3 = 1; E in hartree, dev from line in %
  (n,m)  D/bohr theta/deg  S11     S22    dev11  dev22 formula22
  (14,0) 20.840 0.00  0.02645 0.04940  +2.07  -4.68  -4.69
  (13,2) 20.999 7.05  0.02620 0.04915  +1.88  -4.43  -4.46
  (12,4) 21.469 13.90  0.02550 0.04842  +1.39  -3.74  -3.79
  (11,6) 22.229 20.36  0.02448 0.04726  +0.76  -2.73  -2.79
  (10,8) 23.252 26.33  0.02326 0.04571  +0.15  -1.59  -1.62
  Signed line indices: S11 j = -1, S22 j = +2
Family 2n+m = 27 (metallic), energies in hartree
  (n,m)  D/bohr theta/deg  lower   upper   split   split formula
  (13,1) 20.137 3.67  0.07442 0.08491 0.01049 0.01059
  (12,3) 20.465 10.89  0.07379 0.08225 0.00846 0.00879
  (11,5) 21.104 17.78  0.07255 0.07802 0.00547 0.00586
  (10,7) 22.029 24.18  0.07074 0.07322 0.00248 0.00270
  (9,9) 23.205 30.00  0.06840 0.06840 0.00000 0.00000
S22 of (12,2): j = -2, x = 0.1844, cos(3 theta) = 0.9221
  line 0.05532, warping +0.00235, sag -0.00031, sum 0.05737 hartree
  full band 0.05734 hartree = 1.560 eV
S22 of (13,2): j = +2, x = 0.1714, cos(3 theta) = 0.9326
  line 0.05143, warping -0.00206, sag -0.00024, sum 0.04914 hartree
  full band 0.04915 hartree = 1.337 eV
(12,3) real-space peak bins: 0.0738 and 0.0822 hartree, bin 0.0004 hartree
(12,3) edges: 2.008 and 2.238 eV, splitting 0.230 eV
(12,3) interband velocity/(3td/2): 1.109 lower, 0.897 upper
Control hopping t3 = -0.0250 hartree
(12,3) splitting: warped 0.008462, control 0.000114 hartree
S22 deviations, both families, warped: -4.68 to +4.21 %
S22 deviations, both families, control: -0.84 to -0.60 %
\end{verbatim}
